# Choosing Prior Widths When Inferring Electron Cross Sections from Swarm Data

## What the setting controls

A program that infers electron cross sections from swarm data can be given a prior width, which acts as a regularization setting. It says how far each cross section may plausibly depart from a reference. Let $x_j$ be the logarithmic corrections to the reference, $S$ the diagonal matrix of their prior standard deviations, and $z=S^{-1}x$. The estimate minimises

$$\Phi(z)=\tfrac12|r(z)|^2+\tfrac12|z|^2 ,\qquad r_a=\frac{\ln d_a^{\rm model}-\ln d_a^{\rm data}}{\eta_a},$$

where $\eta_a$ is the relative error of datum $a$; errors are taken as small, independent and Gaussian in the logarithm. Write $J=\partial r/\partial z=U\,{\rm diag}(s_i)\,V^T$ at the estimate. In the Gauss-Newton approximation, a small shift of the prior along column $v_i$ of $V$ survives in the answer by the fraction

$$\boxed{\;\frac{1}{1+s_i^2}\;}$$

Combinations with $s_i\gg1$ are set locally by the measurements, those with $s_i\ll1$ by the prior. A good fit does not remove the second group. The statement is local, and nonzero residuals correct it, as shown below.

## From cross sections to swarm data

Consider a steady, uniform, dilute swarm in a gas of density $N$, without ionization or attachment. Energies $\varepsilon$ and $kT$ are in eV, $m$ and $M$ are the electron and molecular masses, and $v=\gamma\sqrt\varepsilon$ with $\gamma=\sqrt{2e/m}$. The force accelerates electrons along $+z$ at $a=eE/m=\gamma^2E/2$.

The two-term approximation keeps $F(\mathbf v)=F_0(v)+F_1(v)\cos\theta$. The $\cos\theta$ part of the Boltzmann equation balances acceleration against loss of direction:

$$aF_0'=-Nv\sigma_mF_1,\qquad \sigma_m=\sigma_{\rm el}+\sigma_1+\sigma_2 .$$

Here $\sigma_{\rm el}$ is the elastic momentum-transfer cross section. The inelastic cross sections enter in full because inelastic scattering is assumed isotropic and returns no directed part.

The isotropic part of the field term is $(a/3v^2)\,d(v^2F_1)/dv$. Multiplied by $4\pi v^2$, it is the derivative of an upward flux of electrons in speed, $4\pi v^2aF_1/3$. Define $f$ by letting $\sqrt\varepsilon f\,d\varepsilon$ be the fraction of electrons in $d\varepsilon$. Equating it to $4\pi v^2F_0\,dv$, with $dv=\gamma\,d\varepsilon/(2\sqrt\varepsilon)$, gives $4\pi F_0=2f/\gamma^3$. Since $d\varepsilon/dv=2\sqrt\varepsilon/\gamma$, the flux is

$$-\frac{a^2v}{3N\sigma_m}\,\frac{2}{\gamma^3}\,\frac{2\sqrt\varepsilon}{\gamma}f'
=-N\gamma\Big(\frac EN\Big)^2\frac{\varepsilon}{3\sigma_m}f' ,$$

where now $f'=df/d\varepsilon$.

An elastic collision through angle $\chi$ transfers momentum squared $2m^2v^2(1-\cos\chi)$, so a heavy molecule at rest takes the energy fraction $\delta(1-\cos\chi)$, $\delta=2m/M$. The resulting flux is $-N\gamma\delta\varepsilon^2\sigma_{\rm el}f$. Thermal motion adds diffusion in energy, whose coefficient follows from requiring zero flux for $f\propto e^{-\varepsilon/kT}$: replace $f$ by $f+kTf'$.

An inelastic process with threshold $\varepsilon_k$ carries an electron of energy $u$ down past $\varepsilon$ if $\varepsilon<u<\varepsilon+\varepsilon_k$. This rate is $N\gamma\int_\varepsilon^{\varepsilon+\varepsilon_k}u\sigma_kf\,du$. Superelastic collisions are neglected. In steady state the net flux vanishes:

$$Bf'+Cf+\sum_k\int_\varepsilon^{\varepsilon+\varepsilon_k}u\sigma_k(u)f(u)\,du=0,$$
$$B=\Big(\frac EN\Big)^2\frac{\varepsilon}{3\sigma_m}+kT\,C,\qquad C=\delta\varepsilon^2\sigma_{\rm el}.$$

Solved for $f'$, this involves energies at and above $\varepsilon$. Starting from a positive value at the top and moving down, every term makes $f$ grow. The solution is therefore positive and decreases with energy, and on a grid the system $Af=b$ is upper triangular.

The drift velocity is $W=(4\pi/3)\int v^3F_1dv$. With $4\pi v^2F_1/3$ equal to the field flux divided by $a$, and $v\,dv=\gamma^2d\varepsilon/2$,

$$W=-\frac\gamma3\frac EN\int\frac{\varepsilon}{\sigma_m}f'\,d\varepsilon .$$

A weak transverse density gradient gives a directed part $F_x=-(N\sigma_m)^{-1}\partial_xF_0$. Its particle flux $(4\pi/3)\int v^3F_xdv$, with $v^3dv=\gamma^4\varepsilon\,d\varepsilon/2$, yields

$$ND_T=\frac\gamma3\int\frac{\varepsilon}{\sigma_m}f\,d\varepsilon .$$

Dividing by $\mu N=W/(E/N)$ gives the second kind of datum, the characteristic energy:

$$\frac{D_T}{\mu}=\frac{\int(\varepsilon/\sigma_m)f\,d\varepsilon}{-\int(\varepsilon/\sigma_m)f'\,d\varepsilon}.$$

**A solvable limit.** Let $\sigma_1=\sigma_2=0$ and $\sigma_{\rm el}=c/\sqrt\varepsilon$, a constant collision frequency. Then $B/C=kT+(E/N)^2/(3\delta c^2)$ is independent of energy, so $f$ is Maxwellian and $D_T/\mu=B/C$. Integration by parts gives $\int\varepsilon^{3/2}(-f')d\varepsilon=\tfrac32$, hence $W=\gamma(E/N)/(2c)$. At 1 Td and 300 K, with $M=28$ u and $c=10\times10^{-20}$ m$^2$ eV$^{1/2}$, the numerical solver reproduced both results within a relative error of $1.3\times10^{-4}$.

## The Gauss-Newton iteration

Each cross section is written as

$$\ln\sigma_k(\varepsilon)=\ln\sigma_k^{\rm ref}(\varepsilon)+\sum_jx_jh_j(\ln\varepsilon),$$

where $h_j$ is a piecewise-linear hat centred on a knot of process $k$. This keeps $\sigma_k$ positive, and $\partial\sigma_k/\partial x_j=\sigma_kh_j$.

Differentiating $Af=b$ at fixed $b$ gives

$$A\,\partial_jf=-(\partial_jA)f .$$

The matrix $A$ changes through $\sigma_k$ in the integrals, through $C$, and through $\partial_jB=-(E/N)^2\varepsilon\,\partial_j\sigma_m/(3\sigma_m^2)+kT\,\partial_jC$. Let $P$ and $Q$ be the numerator and denominator of $D_T/\mu$, and $n=\int\sqrt\varepsilon f\,d\varepsilon$. Then

$$\partial_j\ln W=\frac{\partial_jQ}{Q}-\frac{\partial_jn}{n},\qquad
\partial_j\ln\frac{D_T}{\mu}=\frac{\partial_jP}{P}-\frac{\partial_jQ}{Q},$$

where $\partial_jP$ and $\partial_jQ$ include the explicit change of $1/\sigma_m$.

The gradient of $\Phi$ is $g=J^Tr+z$. Replacing $r(z+\Delta)$ by $r+J\Delta$ and setting the new gradient to zero gives

$$G\Delta=-g,\qquad G=I+J^TJ .$$

Because $G$ is positive definite, $g^T\Delta=-g^TG^{-1}g<0$ unless $g=0$. A sufficiently short step therefore lowers $\Phi$. Long steps are capped and then halved until it falls.

The full Hessian is $H=G+R$, with $R=\sum_ar_a\nabla^2r_a$. If the iterate is in error by a small $e$, then $g=He$, and a full step leaves

$$e-G^{-1}He=-G^{-1}Re .$$

Convergence is thus generally linear when residuals remain, and full steps near the minimum are sure to converge if the following upper bound on the contraction factor is less than one. In the norm $\sqrt{e^TGe}$, its factor is at most the largest absolute eigenvalue of $G^{-1/2}RG^{-1/2}$.

## Why singular vectors reveal the prior

Let the prior centre move from zero to a small vector $p$. The linearised gradient at displacement $\Delta$ is $J^T(r+J\Delta)+z+\Delta-p$. At the old minimum $J^Tr+z=0$, so

$$G\Delta=p .$$

Since $J^TJv_i=s_i^2v_i$, choosing $p=tv_i$ gives $\Delta=tv_i/(1+s_i^2)$, the boxed result. With the full curvature, $\Delta=H^{-1}p$ instead.

For a quadratic $\Phi$, $e^{-\Phi}$ is Gaussian with covariance $G^{-1}$ in $z$ and $SG^{-1}S$ in $x$. The resolution of a coefficient is the diagonal element of $I-G^{-1}$: near one for data, near zero for prior. Its trace,

$$\sum_i\frac{s_i^2}{1+s_i^2},$$

is the effective number of combinations determined.

Now multiply every prior width by $q$. At a fixed linearisation point, $J$ and all $s_i$ are multiplied by $q$, while the $v_i$ stay the same. This equals replacing $|z|^2/2$ by $\lambda|z|^2/2$ with $\lambda=1/q^2$. Widening one process alone changes the vectors too. A singular vector is therefore a statement about data, errors and chosen widths together.

## A worked inversion

The model gas has $M=28$ u, $T=300$ K and thresholds 0.3 and 0.6 eV. In units of $10^{-20}$ m$^2$, the true cross sections are

$$\sigma_{\rm el}=5+\frac{6\varepsilon}{\varepsilon+0.5},$$
$$\sigma_1=(1-0.3/\varepsilon)\,[0.2+1.2e^{-2\ln^2(\varepsilon/2)}],$$
$$\sigma_2=(1-0.6/\varepsilon)\,[0.1+0.6e^{-2\ln^2(\varepsilon/2.5)}],$$

with $\varepsilon$ in eV and the inelastic ones zero below threshold. The references are $8$, $0.6(1-0.3/\varepsilon)$ and $0.3(1-0.6/\varepsilon)$. Synthetic $W$ and $D_T/\mu$ at fourteen fields from 0.2 to 30 Td carry errors of 1% and 2%. There are 28 data and 19 coefficients, with prior widths 0.4 for elastic and 0.8 for inelastic coefficients.

From the reference, $\Phi$ falls as 1714, 195, 15.0, 10.6. The rest of the 24 iterations refine the position: the predicted contraction bound is 0.548, and the last two steps show the same ratio. A separate Levenberg-Marquardt search from another starting point agreed within $2.4\times10^{-4}$ in every $z_j$. Two starts do not prove that the minimum is unique.

The final chi-square, $|r|^2$, is 11.6 for 28 data. Nevertheless ten singular values lie below one, and the effective number determined is 9.5. Some coefficients show the division:

- Elastic at 0.2 eV: true 6.71, inferred 6.80, resolution 0.995.
- Elastic at 0.02 eV: true 5.23, inferred 8.00, resolution 0.02. The answer is the reference.
- First inelastic at 2 eV: true 1.19, inferred 1.58, resolution 0.53.
- Second inelastic at 6 eV: true 0.21, inferred 0.31, resolution 0.01.

High resolution does not guarantee a close value. Elastic at 0.1 eV has resolution 0.89, but 4.52 is inferred for a true 6.00. The logarithmic error $\ln(4.52/6.00)=-0.28$ is 2.2 times the standard deviation of 0.13 estimated from $G$, which leaves out the residual curvature $R$. Including $R$ raises it only to about 0.17, and noise-free data still give about 5.2, so part of the error is bias from the prior and the coarse hat basis rather than noise.

The filter formula was tested where it should hold most cleanly, with the data replaced by the fitted values and the prior centred on the fit, so that $r=0$. The prior was then shifted by 0.05 in $z$. For $s=0.797$ the formula gives $1/(1+0.797^2)=0.612$, and the new inversion kept 0.612. For the largest and smallest singular values, 71.4 and $5.6\times10^{-6}$, the retained fractions were 0.0002 and 1.0000, as predicted.

## What the data confuse

The two inelastic processes can trade places. If $u\sigma_kf$ varies little over one threshold energy, expansion of the integral gives

$$\int_\varepsilon^{\varepsilon+\varepsilon_k}u\sigma_kf\,du
=\varepsilon_k\,\varepsilon\sigma_kf+\tfrac12\varepsilon_k^2(\varepsilon\sigma_kf)'+\dots$$

The leading term depends on $\varepsilon_1\sigma_1+\varepsilon_2\sigma_2$. An exchange that preserves this sum acts through the later terms and through a change of $\sigma_m$. The thresholds here are not small compared with the mean energies of 0.13 to 1.18 eV, so the cancellation can be only partial.

To measure it, take a 10% linearised change of $\sigma_1$ at 1.2, 2 and 3.5 eV, with $\sigma_2$ changed to contribute an equal loss at those knots. Raising both gives a signal $|J\Delta z|=4.74$, in units of the data error. Raising one and lowering the other gives 1.02. The data see the exchange about 4.6 times less well.

Mode 16, with $s=0.013$, contains such an exchange. Its two largest components are $+0.79$ for $\sigma_2$ and $-0.40$ for $\sigma_1$, both at 2 eV. Multiplication by the prior width 0.8 gives logarithmic changes $+0.63$ and $-0.32$. With the inferred cross sections 0.362 and 1.576, the linear changes in energy loss are

$$0.6(0.362)(0.63)=+0.14,\qquad 0.3(1.576)(-0.32)=-0.15,$$

in $10^{-20}$ eV m$^2$. They nearly cancel. This pair alone does not explain the very small $s$: by itself it gives a signal of about 1.1 per unit displacement in $z$, some 80 times $s$, so the smaller components at other energies are needed too.

Displacing mode 16 by one prior standard deviation either way and refitting all other combinations changed chi-square by at most 0.03. The refit matters: a valley of nearly equal fits may curve, and a straight step can leave it.

## Where the local picture fails

The smallest eigenvalue of $H$ is 0.455, whereas no eigenvalue of $G$ can be below one. The omitted residual curvature has flattened the minimum in some directions and steepened it in others: among the weak modes, $v_i^TH^{-1}v_i$ ranges from about 0.8 to 2.0 times the boxed value. Its effect on one combination follows by minimising $\frac12\Delta^TH\Delta$ at fixed $v^T\Delta=t$. A Lagrange multiplier $\alpha$ gives $H\Delta=\alpha v$, hence $\alpha=t/(v^TH^{-1}v)$ and

$$\Delta\Phi=\frac{t^2}{2\,v^TH^{-1}v}.$$

The local standard deviation is therefore $\sqrt{v^TH^{-1}v}$. For mode 16 it is 1.41, against 1.00 from $G$. Small refitted displacements, 0.03 of this width, confirmed the formula to about $10^{-4}$. For the actual noisy data, a small prior shift along mode 16 should thus move that component by $1.41^2\approx2.0$ times the shift, not by the 1.00 of the boxed formula. The uncertainties quoted for the individual coefficients use $G$ and share this limitation.

The leading mode gives a second warning. It combines higher elastic cross sections at 0.2 and 0.5 eV with a lower $\sigma_1$ at 0.4 eV. Moved alone by $t=\pm0.2$, it raises chi-square by about 204, in agreement with $s^2t^2=71.4^2(0.2)^2=204$. After the other 18 combinations are refitted, the rises are only 8.0 and 2.6, although the displacement is $0.2/0.014\approx14$ local standard deviations. The other combinations compensate nonlinearly. Most of the cost moves into the prior term: $\Phi$ rises by about 9.5 and 12, still far below the 102 of the local quadratic formula. A large singular value indicates a small local uncertainty when residual curvature is modest; it is not a global bound on that coordinate.

## Guidance for the setting

**Set widths from knowledge, before fitting.** A width of 0.4 means that a factor $e^{0.4}\approx1.5$ either way is one standard deviation; 0.8 means a factor of 2.2. Narrow widths give small reported uncertainties because they were assumed.

**Vary the setting and inspect the weak group.** With the linearisation frozen, doubling all widths here changes the singular values 0.797 and 0.561 to 1.59 and 1.12. The next becomes 0.59. The number below one falls from ten to eight. A real run must then be repeated, since the estimate also moves.

**Do not expect repetition to resolve a very weak mode.** Reducing all independent errors by a factor $q$ also multiplies $s_i$ by $q$. For mode 16 to reach $s=1$, $q$ must be $1/0.0132\approx76$, or roughly 5700 to 5900 repetitions of the whole data set (this small $s$ shifts by one to two percent with the energy grid), again with the linearisation frozen.

**Choose new measurements by their projection.** A new datum adds a row $j^T$ to $J$ and increases $v_i^TGv_i$ by $(j^Tv_i)^2$. Here $j$ is divided by the expected error. This increase is the gain with all other combinations held fixed. When they are free, the rank-one update

$$(G+jj^T)^{-1}=G^{-1}-\frac{G^{-1}jj^TG^{-1}}{1+j^TG^{-1}j}$$

shows that the variance of combination $i$ falls by the fraction $a_i^2/(1+\sum_ka_k^2)$, with $a_k=j^Tv_k/\sqrt{1+s_k^2}$. For a weak combination, $|j^Tv_i|\gtrsim1$ is therefore necessary for an appreciable gain but not sufficient: the other $a_k$ must not be much larger than $a_i$. In the linear approximation this can be evaluated before measuring.

**Propagate the weak modes.** If a later plasma calculation depends on the separate excitation rates, repeat it with weak combinations displaced and the others refitted. If it depends on nearly the same energy loss as the swarm, the ambiguity may matter less.

## Relation to a real process gas

The mass, the thresholds and the order of magnitude of the elastic cross section resemble those of nitrogen, used in nitriding and nitride deposition, but this is not a nitrogen data set. In particular, nitrogen's vibrational cross sections are far smaller than the model's at energies below its resonance near 2 eV, so the two gases lose energy differently at low fields, where rotational losses also matter in nitrogen. The singular values and resolutions found here therefore do not carry over to nitrogen. The model drifts at $6.5\times10^4$ m/s at 30 Td; nitrogen is slower, roughly a few times $10^4$ m/s. Real nitrogen also has rotational losses, many vibrational levels and a structured resonance, whose effects on this inversion were not sized.

The two-term approximation can be sized. Relative to a Monte Carlo swarm with the same cross sections, it gives $D_T/\mu$ too high by $2.3\pm0.6$% at 10 Td and $3.5\pm0.4$% at 30 Td. Given the sampling error, the bias may be as large as about 3% and 4%; at both fields it is comparable to or larger than the assumed 2% data error. The difference in $W$ at 30 Td is $1.1\pm0.5$%. The synthetic inversion is unaffected, because its data came from the same approximation; with real data the bias would enter the cross sections. In this regime one should use a more complete transport solver or include the model error as a correlated error.

Superelastic heating is at most 0.3% of field heating over the fourteen fields. At 30 Td, a solution cut off at 10 eV puts 0.35% of the electrons above 6 eV, roughly where electronic excitation begins in nitrogen. The cut omits the tail above 10 eV, so the full fraction is larger. That fraction alone does not make the omission harmless, since each such collision removes much more energy than a vibrational one. Whether the highest fields need those processes has to be checked with the cross sections of the real gas. The numerical output lists all coefficients and singular values.

## Values computed for the example and the checks

```
gas: 28 u, 300 K, kT 0.02585 eV
thresholds v1, v2: 0.3, 0.6 eV
data 28, unknowns 19; noise W 1%, D/mu 2%
prior log sd: elastic 0.4, inelastic 0.8
relative errors: Maxwell 1.3e-04, power 1.1e-05, grid 4.0e-04
Jacobian error 8.7e-10 (log data per log sigma)
E/N Td | W data, fit m/s | D/mu data, fit eV | mean energy eV
 0.2 | 2075, 2093 | 0.1019, 0.1043 | 0.132
 1.0 | 8032, 7904 | 0.1545, 0.1566 | 0.191
 3.0 | 16956, 17081 | 0.2448, 0.2466 | 0.301
10.0 | 36400, 36535 | 0.4575, 0.4565 | 0.550
30.0 | 65386, 65174 | 0.9344, 0.9406 | 1.184
Phi by iteration: 1714.02 194.74 15.03 10.63 10.58 10.58 10.58
iterations 24, final Phi 10.577, chi-square 11.64
max z difference from independent minimum 2.4e-04
contraction: bound 0.548, seen 0.548; least Hessian eigenvalue 0.455
knot eV | true, prior, fit 1e-20 m2 | log sd | resolution
el@0.02 | 5.231, 8.000, 7.996 | 0.396 | 0.022
el@0.05 | 5.545, 8.000, 8.531 | 0.337 | 0.291
el@0.1 | 6.000, 8.000, 4.516 | 0.130 | 0.894
el@0.2 | 6.714, 8.000, 6.801 | 0.028 | 0.995
el@0.5 | 8.000, 8.000, 8.294 | 0.030 | 0.994
el@1 | 9.000, 8.000, 8.867 | 0.047 | 0.986
el@2 | 9.800, 8.000, 10.767 | 0.095 | 0.944
el@5 | 10.455, 8.000, 7.103 | 0.300 | 0.436
v1@0.4 | 0.052, 0.150, 0.054 | 0.115 | 0.979
v1@0.7 | 0.190, 0.343, 0.144 | 0.400 | 0.750
v1@1.2 | 0.684, 0.450, 0.686 | 0.495 | 0.617
v1@2 | 1.190, 0.510, 1.576 | 0.546 | 0.534
v1@3.5 | 0.769, 0.549, 0.982 | 0.711 | 0.211
v1@6 | 0.292, 0.570, 0.671 | 0.793 | 0.018
v2@0.7 | 0.018, 0.043, 0.032 | 0.688 | 0.259
v2@1.2 | 0.152, 0.150, 0.179 | 0.668 | 0.304
v2@2 | 0.450, 0.210, 0.362 | 0.735 | 0.155
v2@3.5 | 0.479, 0.249, 0.372 | 0.763 | 0.091
v2@6 | 0.207, 0.270, 0.312 | 0.795 | 0.013
rms log error, resolution>0.8: prior 0.466, fit 0.125
singular values: 71.4 41.3 25.5 17.3 10.8 9.29 6.37 3.57 2.45 0.797 0.561 0.293 0.228 0.0522 0.0239 0.0132 0.00326 0.00103 5.63e-06
effective determined 9.49; number with s<1: 10
mode 1, s=71.4: +0.66 el@0.5 +0.64 el@0.2 -0.33 v1@0.4 +0.20 el@1
mode 16, s=0.0132: +0.79 v2@2 -0.40 v1@2 +0.27 v1@6 -0.19 v1@3.5
mode 17, s=0.00326: +0.62 v2@6 +0.59 v1@6 -0.30 v1@3.5 -0.25 v2@2
mode 18, s=0.00103: +0.73 v2@3.5 -0.49 v1@3.5 -0.34 v2@6 +0.24 v1@6
mode 19, s=5.63e-06: -0.65 v1@6 +0.63 v2@6 +0.36 v2@3.5 -0.21 v1@3.5
prior shift kept, s=71.4: 0.0002, formula 0.0002
prior shift kept, s=0.797: 0.6123, formula 0.6116
prior shift kept, s=5.63e-06: 1.0000, formula 1.0000
mode 1: local profile sd in z 0.0140, Phi rise/formula 1.0000
mode 16: local profile sd in z 1.4090, Phi rise/formula 1.0001
mode 1 alone, z shift -/+0.2: chi-square change 202.92, 204.89
refit mode 1, z shift -/+0.2: chi-square change 8.04, 2.62
refit mode 16, z shift -/+1: chi-square change -0.00, -0.03
refit mode 19, z shift -/+1: chi-square change -0.04, -0.04
10% v1 change, signal/noise: both up 4.74, loss-preserving 1.02
two-term minus MC, 10 Td: W +0.71+/-0.67%, D/mu +2.26+/-0.58%
two-term minus MC, 30 Td: W +1.08+/-0.51%, D/mu +3.54+/-0.42%
max superelastic/field heating 2.98e-03; fraction >6 eV at 30 Td 3.49e-03
```
